# Superfluid fraction is not condensate fraction: winding versus off-diagonal order

A worm simulation of two-dimensional bosons offers two numbers at each temperature: the mean squared winding of the closed paths, and the statistics of the open paths. Before the production run one must decide whether both have to be recorded, and what to conclude if they disagree as the lattice grows. Suppose the open-path number keeps falling with size while the winding does not. Is the system losing its superfluidity, or is the run faulty? In a two-dimensional superfluid at finite temperature the answer is neither.

## The belief and its appeal

The belief is that the superfluid fraction $f_s$ and the condensate fraction $f_0$ are the same quantity, so that either estimator will do. It has real support. Both quantities need particles to exchange over long distances, and both become small in a large system when they do not. One simulation delivers both. On a small lattice they can even nearly agree numerically: in the example below, a $4\times4$ lattice gives $f_s=0.838\pm0.005$ and $f_0=0.832\pm0.002$. On that evidence alone, nobody could tell them apart.

The definitions differ, however. The superfluid fraction measures the free-energy cost of twisting the boundary condition. The condensate fraction is the largest eigenvalue of the one-body density matrix, divided by the number of particles.

## What winding measures

Take bosons on a periodic square lattice of $L\times L$ sites with spacing $a$, hopping $t>0$, on-site repulsion $U$ and mean filling $n$. The algebra uses atomic units with $k_B=1$. Near the band bottom, $-2t\cos ka\simeq-2t+ta^2k^2$. Equating the last term to $k^2/2m$ gives $m=1/(2ta^2)$.

Multiply each hop in the $+x$ direction by $e^{i\phi/L}$ and each reverse hop by the conjugate. In the imaginary-time path expansion the particles return to their initial positions up to a permutation, so the net number of $x$ hops is $LW$, with $W$ an integer. The phases multiply to $e^{i\phi W}$:

$$Z(\phi)=\sum_W Z_W e^{i\phi W}.$$

For these bosons $Z_W\ge0$, so $Z_W/Z(0)$ is a probability. Reflection symmetry gives $\langle W\rangle=0$, and expanding $F=-T\ln Z$ gives

$$F(\phi)-F(0)=\tfrac12T\langle W^2\rangle\phi^2+O(\phi^4).$$

The same cost can be written as the kinetic energy of a superfluid of areal density $n_s$. A phase gradient $\phi/(La)$ means a velocity $v=\phi/(mLa)$, hence an energy $\frac12mn_s(La)^2v^2=n_s\phi^2/2m$. Comparison gives $n_s=mT\langle W^2\rangle$. The total density is $n/a^2$, so

$$f_s=\frac{n_sa^2}{n}=\frac{T\langle W^2\rangle}{2nt}=\frac{\langle W^2\rangle}{K},\qquad K=\frac JT,\quad J=2nt.$$

Only closed paths enter.

## What off-diagonal order measures

The one-body density matrix is $\rho(i,j)=\langle b_i^\dagger b_j\rangle$. By translation symmetry its eigenvectors are plane waves, with eigenvalues $\sum_r\rho(r)e^{-ik\cdot r}$. Path weights are non-negative, so $\rho(r)\ge0$ and the largest eigenvalue is at $k=0$. Dividing it by $N=nL^2$ gives

$$f_0=\frac1{L^2}\sum_rG(r),\qquad G(r)=\frac{\rho(r)}n.$$

This is a property of paths with two open ends. For $f_0$ to survive as $L\to\infty$, $G$ must keep a nonzero average at large distance: that is off-diagonal long-range order. A finite twist cost does not by itself demand this.

## A regime where both can be followed

Choose $\sqrt{UJ}\ll T\ll Un^2$. The second inequality makes number fluctuations, of variance about $T/U$, small compared with $n^2$, so $b_i\simeq\sqrt n\,e^{i\theta_i}$. A hopping term becomes $-2nt\cos(\theta_i-\theta_j)=-J\cos(\theta_i-\theta_j)$. The first inequality makes the phase oscillation quanta, of order $\sqrt{UJ}$, small compared with $T$, so the phases are classical. Treating the integer occupations as continuous also needs $U\ll T$. For $K\gtrsim1$ this follows from the first inequality, since $U\ll T^2/J=T/K$; for small $K$ it is assumed separately. The Gaussian integral over number fluctuations is then a constant factor, and the phases have the weight

$$\exp\Big[K\sum_{\langle ij\rangle}\cos(\theta_i-\theta_j)\Big],\qquad G(r)=\langle\cos(\theta_0-\theta_r)\rangle.$$

This reduction was tested on a three-site Bose-Hubbard ring at $K=1.667$, with $U=0.8J/n$ so that all the inequalities improve as $n$ grows. Diagonalization at fillings 10 and 20, extrapolated linearly in $1/n$, gives a neighbour coherence $\langle b_1^\dagger b_0\rangle/n=0.7632$, against $0.7630$ in the phase model. The ratio $Z(\pi)/Z(0)$ is $0.3350$ against $0.3348$.

To recover paths, expand each bond factor in modified Bessel functions:

$$e^{K\cos\theta}=\sum_{j=-\infty}^{\infty}I_j(K)e^{ij\theta}.$$

Integrating over each $\theta_i$ leaves only configurations whose integer currents $j$ are conserved at every site. These currents are the net boson transfers in imaginary time. The $x$ currents sum to $LW$. Inserting $e^{i(\theta_0-\theta_r)}$ instead puts a source at one end and a sink at the other.

The worm algorithm samples all these configurations together. The tail stays at site 0. The head tries one of its four bonds, changes the current there by $\pm1$, and accepts with probability $\min(1,I_{j\pm1}/I_j)$. The total weight with the head at $r$ is $Z\,G(r)$, so

$$P(r)=\frac{G(r)}{\sum_{r'}G(r')},\qquad P(0)=\frac1{L^2f_0},$$

because $G(0)=1$. Thus $f_0$ tells how rarely the worm is closed, while $\langle W^2\rangle$ is averaged over the moments when it is closed. These are different questions put to one simulation. On a $3\times3$ lattice, both estimators were tested against direct summation over the angles.

## Why the condensate fraction must vanish

The phase model allows a rigorous upper bound on $G$. Write

$$G(r)=\frac1Z\int d\theta\;e^{i(\theta_0-\theta_r)}\,e^{K\sum\cos(\theta_x-\theta_y)}.$$

The integrand is analytic and $2\pi$-periodic in each angle. Each integration line may therefore be moved, $\theta_x\to\theta_x+ia_x$ with real $a_x$, since the contributions from the two vertical sides cancel. The first exponential gains the factor $e^{-(a_0-a_r)}$. For a bond with $u=\theta_x-\theta_y$ and $b=a_x-a_y$,

$$\cos(u+ib)=\cos u\cosh b-i\sin u\sinh b .$$

Taking absolute values removes the imaginary part from the exponent. Since $\cos u\,(\cosh b-1)\le\cosh b-1$, we have $\cos u\cosh b\le\cos u+\cosh b-1$. The remaining integral is $Z$, so

$$G(r)\le\exp\Big[-(a_0-a_r)+K\sum_{\rm bonds}(\cosh b-1)\Big].$$

Now choose the $a_x$ well. Let every bond be a unit resistor, and let $V_x$ be the potential when unit current enters at 0 and leaves at $r$. Then $V_0-V_r=R(r)$, the resistance, and the dissipated power is $\sum(V_x-V_y)^2=R(r)$. Current runs downhill, so it contains no loops and splits into paths from source to sink carrying unit current in total. Hence no bond carries more than one unit.

Set $a_x=\lambda V_x$ with

$$\lambda=\frac1{Kc},\qquad c=2K^2\left(\cosh\frac1K-1\right)\ge1.$$

Then $|b|\le\lambda\le1/K$. The ratio $(\cosh b-1)/b^2$ increases with $|b|$, so on this range it is at most its value at $1/K$, which is $c/2$. Therefore $\cosh b-1\le cb^2/2$, and the exponent is at most

$$-\lambda R+\tfrac12Kc\lambda^2R=-\frac R{Kc}+\frac R{2Kc}=-\frac R{2Kc}.$$

The result is

$$G(r)\le\exp\left[-\frac{R(r)}{2Kc}\right].$$

It remains to find $R$. Solving the resistor equations by Fourier transform gives

$$R(r)=\frac2{L^2}\sum_{k\ne0}\frac{1-\cos k\cdot r}{\varepsilon_k},\qquad \varepsilon_k=4-2\cos k_x-2\cos k_y,$$

with $r$ and $k$ in lattice units. For $1\ll r\ll L$, the growing part comes from $1/r\lesssim k\lesssim1$, where $\varepsilon_k\simeq k^2$ and the cosine averages out:

$$R(r)\simeq2\int\frac{d^2k}{(2\pi)^2}\frac1{k^2}=\frac1\pi\int_{1/r}^{1}\frac{dk}k=\frac{\ln r}\pi .$$

So the bound on $G$ falls as $r^{-1/(2\pi Kc)}$. Its average over the lattice tends to zero for every finite $K$. The exponent $1/(2\pi Kc)$ stays below $0.25$ for every $K$, and so below 2; large distances therefore dominate the average, and the bound on $f_0$ falls as $L^{-1/(2\pi Kc)}$. In this model no nonzero temperature allows a condensate fraction in the infinite system.

Dimension matters: the logarithm comes from $\int d^2k/k^2$. In three dimensions the corresponding integral converges at small $k$, $R$ stays finite, and this argument no longer excludes a condensate. It is also silent at $T=0$, where the classical-phase condition fails.

## Why the superfluid fraction need not vanish

Apply the twist to the phase model by replacing each $x$ difference $\Delta$ with $\Delta+\phi/L$. Two derivatives of $\ln Z$ at $\phi=0$ give

$$\langle W^2\rangle=\frac K{L^2}\Big\langle\sum_x\cos\Delta\Big\rangle-\frac{K^2}{L^2}\Big\langle\Big(\sum_x\sin\Delta\Big)^2\Big\rangle,$$

where the sums run over the $L^2$ bonds along $x$. Divide by $K$ to obtain $f_s$.

At low temperature the differences are small and sum to zero around each row. The linear part of $\sum\sin\Delta$ therefore cancels, leaving $-\sum\Delta^3/6$. Its square is of order $K^{-3}$, so the second term contributes to $f_s$ at order $K^{-2}$. In the first term, $\cos\Delta\simeq1-\Delta^2/2$. The harmonic weight is $\exp(-\frac K2\sum\Delta^2)$ over all $2L^2$ bonds, with $L^2-1$ independent modes, because a uniform rotation costs nothing. Equipartition gives

$$\frac K2\,(2L^2)\langle\Delta^2\rangle=\frac{L^2-1}2,\qquad \langle\Delta^2\rangle=\frac{1-L^{-2}}{2K},$$

and hence

$$f_s=1-\frac{1-L^{-2}}{4K}+O(K^{-2}).$$

The first correction has a finite limit as $L$ grows; there is no logarithm. The twist cost depends on phase differences across single bonds, whereas $G(r)$ depends on the difference accumulated over the distance $r$. That is the physical reason for the two fates.

On a $3\times3$ lattice at $K=6$, direct summation gives $f_s=0.9619$ and the first-order law gives $0.9630$. The expansion is not a proof that $f_s$ survives at all orders in an infinite system. At the temperature used below, the evidence is the sampled size dependence.

## How the two are related

The quantities are distinct but not unrelated. By the twist formula, the long-wavelength stiffness is $\Upsilon=T\langle W^2\rangle=Jf_s$. In the superfluid phase, describe slow phase variations by the Gaussian energy $\frac\Upsilon2\sum\Delta^2$. Each Fourier mode then has a variance proportional to $T/(\Upsilon\varepsilon_k)$, and summing the modes gives

$$\langle(\theta_0-\theta_r)^2\rangle=\frac T\Upsilon\,\frac2{L^2}\sum_{k\ne0}\frac{1-\cos k\cdot r}{\varepsilon_k}=\frac T\Upsilon R(r).$$

For a Gaussian variable, $\langle\cos X\rangle=e^{-\langle X^2\rangle/2}$. With $R\simeq(\ln r)/\pi$,

$$G(r)\sim r^{-\eta},\qquad \eta=\frac T{2\pi\Upsilon}=\frac1{2\pi\langle W^2\rangle}.$$

For $\eta<2$ the lattice average then scales as $f_0\sim L^{-\eta}$. In this long-wavelength description, winding sets the rate at which the condensate fraction falls with size, not its value.

## The numbers

Take the round model parameters $J=0.0010$ eV, $T=0.0006$ eV and $a=5$ angstrom, so $K=1.667$. The regime requires $T/n^2\ll U\ll T^2/J$, which leaves room for $U$ only if $n^2\gg K$. These numbers therefore stand for many bosons per site, not unit filling, and for no particular material. The phase model also omits zero-point fluctuations, so at fixed $L$ its $f_0$ tends to 1 as $K\to\infty$; the values below are those of the model. The worm simulation gives the following values, with one standard error; the bound is the lattice average of the inequality above.

| $L$ | $f_s$ | $f_0$ | upper bound on $f_0$ |
|---|---|---|---|
| 4 | 0.838 ± 0.005 | 0.832 ± 0.002 | 0.856 |
| 8 | 0.816 ± 0.008 | 0.755 ± 0.004 | 0.803 |
| 16 | 0.825 ± 0.010 | 0.692 ± 0.005 | 0.752 |

From $L=8$ to 16, $f_s$ is unchanged within its errors, while $f_0$ falls at every step. At $L=1024$ the bound alone requires $f_0\le0.512$. The near agreement at $L=4$ was an accident of size. Summed directly over the angles, the $4\times4$ values are about $0.837$ and $0.827$, so the worm $f_0$ there lies about two standard errors high.

The stiffness is $\Upsilon=0.8255\times0.0010$ eV $=8.3\times10^{-4}$ eV, or $3.0\times10^{-5}$ hartree. With $\langle W^2\rangle=1.6667\times0.8255=1.376$, the decay exponent is $\eta=1/(2\pi\times1.376)=0.116$.

The Gaussian lattice formula with this winding predicts $f_0(16)/f_0(4)=0.851$. The worm gives $0.831$, with a standard error of about $0.006$ from the table. The difference lies within the test's allowance of $0.03$ but is about three standard errors. The worm values of $f_0$ at these run lengths are not precise enough for this ratio to serve as a measurement of the exponent, and the gap should not be read as a failure of the Gaussian description.

Now consider a sample $10^8$ angstrom (1 cm) wide, or $2\times10^7$ lattice spacings. Continuing from $L=16$ with the winding exponent,

$$f_0\simeq0.692\left(\frac{2\times10^7}{16}\right)^{-0.116}\simeq0.14 .$$

The result is sensitive to the exponent: the value implied by the noisy worm ratio, $\ln(1/0.831)/\ln4=0.134$, would give about $0.11$. The winding exponent is the better determined of the two, so the estimate is about $0.14$. The upper bound, continued by its asymptotic power law, is $0.205$. If $f_s$ stays at its sampled plateau, it is still about $0.82$.

A visible condensate fraction in a finite two-dimensional sample thus does not contradict its absence in the infinite system: the decay is slow. Nor does a slow power-law fall of $f_0$ signal the loss of superfluidity. When $G$ decays exponentially, $\sum_rG(r)$ stays finite and $f_0$ falls much faster, as $L^{-2}$. The loss appears directly in the winding, as an $f_s$ that falls toward zero with size; close to the transition a small lattice can still show a large $f_s$, so one size does not decide. At $K=0.5$ and $L=8$, the simulation gives $f_s=0.005\pm0.001$.

For the decision at the start, record both sectors and compare sizes. Report $\langle W^2\rangle/K$ as the superfluid fraction, and report $f_0$ together with the lattice size at which it was obtained. The numerical check covers the uniform system with periodic boundaries; a trap that changes the low-energy modes needs its own analysis.

## Calculated quantities

```
coupling J = 0.0010 eV; temperature kT = 0.0006 eV
temperature converted = 6.963 K
K = J/kT = 1.6667; lattice spacing = 5.0 angstrom
Bose-Hubbard trimer: Z(pi)/Z(0), neighbour coherence (no unit)
  filling 10: 0.3286, 0.7838
  filling 20: 0.3318, 0.7735
  extrapolated in 1/filling: 0.3350, 0.7632
  phase model: 0.3348, 0.7630
3x3 <W^2>: exact 1.4143, worm 1.4071 +- 0.0069
3x3 f_0: exact 0.8560, worm 0.8535 +- 0.0015
3x3 f_s at K=3: exact 0.92123, first-order law 0.92593
3x3 f_s at K=6: exact 0.96187, first-order law 0.96296
bound constant c = 1.0304
3x3 G(neighbour) = 0.8546, bound 0.8786
3x3 G(diagonal) = 0.8214, bound 0.8506
bound exponent: lattice 0.09268, formula 0.09268
L, f_s +- error, f_0 +- error, upper bound on f_0 (no unit)
   4: 0.8375 +- 0.0052, 0.8319 +- 0.0023, 0.8563
   8: 0.8160 +- 0.0076, 0.7546 +- 0.0038, 0.8025
  16: 0.8255 +- 0.0101, 0.6915 +- 0.0050, 0.7523
upper bound on f_0 at L=64: 0.6616; L=1024: 0.5116
eta from winding = 0.1157 +- 0.0014
f_0(16)/f_0(4): worm 0.8312, from winding 0.8508
hot case K=0.5, L=8: f_s = 0.0047 +- 0.0013, f_0 = 0.0646 +- 0.0002
stiffness = 8.255e-04 eV = 3.033e-05 hartree
sample width = 1.0e+08 angstrom = 1.0 cm
sample width in lattice spacings = 2.0e+07
f_s from L=16 = 0.825; extrapolated f_0 = 0.136
upper bound on f_0 continued to the sample = 0.205
log10(width in angstrom) where f_0 = 0.01: 17.8
```
